# Biaxial Modulus and Normal Strain of a c-Plane Wurtzite Film: verification in Python

```python
"""Equibiaxially strained c-plane wurtzite film with a traction-free face.

Result under test, for in-plane strain eps and film normal along the c axis:
    normal strain  = R * eps,  R = -2 C13 / C33
    in-plane stress = M * eps, M = C11 + C12 - 2 C13**2 / C33
    energy density = M * eps**2
C_ij: stiffnesses in Voigt form (GPa), axis 3 = c axis, shear strains doubled.
e_ij: piezoelectric stress constants (C/m^2); kappa: permittivity at fixed
strain. The stiffnesses are those at constant electric field; the film with
constant electric displacement along its normal is treated as well.
With fields in GV/m, the product e * E is in GPa.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize

VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def full_tensor(voigt_matrix):
    """Fourth-rank stiffness tensor from its 6 x 6 Voigt matrix."""
    return voigt_matrix[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]


def film_strain(normal, b):
    """Unit equibiaxial in-plane strain plus free components set by b."""
    in_plane = np.eye(3) - np.outer(normal, normal)
    return in_plane + 0.5 * (np.outer(normal, b) + np.outer(b, normal))


def relax_film(stiffness, normal):
    """Strain and stress for unit in-plane strain and zero face traction."""
    clamped = np.einsum('ijkl,kl->ij', stiffness,
                        film_strain(normal, np.zeros(3)))
    response = np.einsum('ijkl,j,l->ik', stiffness, normal, normal)
    b = np.linalg.solve(response, -clamped @ normal)
    strain = film_strain(normal, b)
    return strain, np.einsum('ijkl,kl->ij', stiffness, strain)


def biaxial_formulas(c11, c12, c13, c33):
    """The two closed forms under test: M and R."""
    return c11 + c12 - 2 * c13**2 / c33, -2 * c13 / c33


def average_over_axis(stiffness, fold):
    """Average a stiffness tensor over the rotations of an n-fold c axis."""
    total = np.zeros_like(stiffness)
    for k in range(fold):
        t = 2 * np.pi * k / fold
        q = np.array([[np.cos(t), -np.sin(t), 0],
                      [np.sin(t), np.cos(t), 0], [0, 0, 1]])
        total += np.einsum('ai,bj,ck,dl,ijkl->abcd', q, q, q, q,
                           stiffness, optimize=True)
    return total / fold


x_axis, z_axis = np.eye(3)[0], np.eye(3)[2]

# Random stable crystals: which rotation axes make the formulas valid?
rng = np.random.default_rng(7)
for trial in range(5):
    a = rng.normal(size=(6, 6))
    raw = full_tensor(a @ a.T + np.eye(6))
    for fold in (3, 4, 6):
        c = average_over_axis(raw, fold)
        strain, stress = relax_film(c, z_axis)
        m, r = biaxial_formulas(c[0, 0, 0, 0], c[0, 0, 1, 1],
                                c[0, 0, 2, 2], c[2, 2, 2, 2])
        assert np.allclose(strain, np.diag([1, 1, r]), atol=1e-9)
        assert np.allclose(stress, np.diag([m, m, 0]), atol=1e-9)
        assert 0 < m <= c[0, 0, 0, 0] + c[0, 0, 1, 1]
        assert np.isclose(c[0, 0, 0, 0], c[1, 1, 1, 1])
        assert np.isclose(c[0, 0, 2, 2], c[1, 1, 2, 2])
    # A twofold axis is not enough: the in-plane stress is not isotropic.
    _, stress = relax_film(average_over_axis(raw, 2), z_axis)
    assert np.hypot(stress[0, 0] - stress[1, 1], 2 * stress[0, 1]) > 1e-3

# Model wurtzite crystal with round parameters.
C11, C12, C13, C33, C44 = 360.0, 140.0, 100.0, 400.0, 100.0
C = np.zeros((6, 6))
C[:3, :3] = [[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]]
C[3, 3] = C[4, 4] = C44
C[5, 5] = (C11 - C12) / 2
assert np.linalg.eigvalsh(C).min() > 0
crystal = full_tensor(C)
assert np.allclose(average_over_axis(crystal, 6), crystal)
M, R = biaxial_formulas(C11, C12, C13, C33)

# Direct energy minimisation over all three free strain components.


def energy(b):
    s = film_strain(z_axis, b)
    return 0.5 * np.einsum('ij,ijkl,kl', s, crystal, s)


best = minimize(energy, [0.3, -0.2, 0.4], method='BFGS')
assert np.allclose(best.x, [0, 0, R], atol=1e-5)
assert abs(best.fun / M - 1) < 1e-7

# Imposed equibiaxial stress, through the inverted stiffness matrix.
S = np.linalg.inv(C)
strain_from_stress = S @ np.array([1.0, 1.0, 0, 0, 0, 0])
assert np.isclose(1 / strain_from_stress[0], M)
assert np.isclose(strain_from_stress[2] / strain_from_stress[0], R)
assert np.isclose(1 / (S[0, 0] + S[0, 1]), M)
assert np.isclose(2 * S[0, 2] / (S[0, 0] + S[0, 1]), R)

# Isotropic limit, symbolically, with Young modulus Y and Poisson ratio nu.
Y, nu = sp.symbols('Y nu', positive=True)
lame = Y * nu / ((1 + nu) * (1 - 2 * nu))
shear = Y / (2 * (1 + nu))
M_iso, R_iso = biaxial_formulas(lame + 2 * shear, lame, lame,
                                lame + 2 * shear)
assert sp.simplify(M_iso - Y / (1 - nu)) == 0
assert sp.simplify(R_iso + 2 * nu / (1 - nu)) == 0

# m-plane film: the normal lies in the basal plane.
m_strain, m_stress = relax_film(crystal, x_axis)
R_m = -(C12 + C13) / C11
across_c = C11 + C13 - C12 * (C12 + C13) / C11
along_c = C33 + C13 - C13 * (C12 + C13) / C11
assert np.allclose(m_strain, np.diag([R_m, 1, 1]))
assert np.allclose(m_stress, np.diag([0, across_c, along_c]))

# Open circuit: full coupled equations with no change of D along the normal.
e31, e33, e15, kappa_relative = -0.5, 1.0, -0.3, 10.0
kappa = kappa_relative * const.epsilon_0 * 1e9  # (C/m^2) per (GV/m)
piezo = np.zeros((3, 6))
piezo[2, :3] = [e31, e31, e33]
piezo[0, 4] = piezo[1, 3] = e15
coupled = np.block([[C, -piezo.T], [piezo, kappa * np.eye(3)]])
state = np.zeros(9)
state[:2] = 1.0
free = [2, 3, 4, 8]  # normal strain, two normal shears, normal field
state[free] = np.linalg.solve(coupled[np.ix_(free, free)],
                              -(coupled @ state)[free])
response = coupled @ state
M_open, R_open = biaxial_formulas(C11 + e31**2 / kappa, C12 + e31**2 / kappa,
                                  C13 + e31 * e33 / kappa,
                                  C33 + e33**2 / kappa)
kappa_free = kappa + e33**2 / C33
polarization_slope = 2 * e31 + e33 * R
assert np.allclose(response[:2], M_open)
assert np.isclose(state[2], R_open)
assert np.allclose(state[3:5], 0)
assert np.isclose(M_open, M + polarization_slope**2 / (2 * kappa_free))
assert np.isclose(state[8], -polarization_slope / kappa_free)
assert M_open > M

# Worked example: film on a substrate with a smaller lattice parameter.
a_film, a_substrate, c_film = 6.00, 5.94, 9.80  # bohr
eps = (a_substrate - a_film) / a_film
bohr = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
pressure_unit = hartree / bohr**3 / 1e9  # GPa

print(f"C11 = {C11:.1f} GPa")
print(f"C12 = {C12:.1f} GPa")
print(f"C13 = {C13:.1f} GPa")
print(f"C33 = {C33:.1f} GPa")
print(f"C44 = {C44:.1f} GPa")
print(f"film a, relaxed = {a_film:.3f} bohr")
print(f"substrate a = {a_substrate:.3f} bohr")
print(f"film c, relaxed = {c_film:.3f} bohr")
print(f"in-plane strain = {eps:.5f} (no unit)")
print(f"relaxation term 2 C13^2/C33 = {2 * C13**2 / C33:.2f} GPa")
print(f"biaxial modulus M = {M:.2f} GPa")
print(f"atomic unit of pressure = {pressure_unit:.2f} GPa")
print(f"biaxial modulus M = {M / pressure_unit:.6f} hartree/bohr^3")
print(f"strain ratio R = {R:.4f} (no unit)")
print(f"normal strain = {R * eps:.5f} (no unit)")
print(f"film c, strained = {c_film * (1 + R * eps):.3f} bohr")
print(f"in-plane stress = {M * eps:.3f} GPa")
print(f"energy density = {M * eps**2 * 1e3:.2f} MJ/m^3")
print(f"numerical energy minimum, M = {best.fun:.4f} GPa")
print(f"numerical energy minimum, R = {best.x[2]:.5f} (no unit)")
print(f"S11 + S12 = {(S[0, 0] + S[0, 1]) * 1e3:.5f} 1/TPa")
print(f"S13 = {S[0, 2] * 1e3:.5f} 1/TPa")
print(f"blocked normal strain: modulus = {C11 + C12:.2f} GPa")
print(f"blocked normal strain: stress = {(C11 + C12) * eps:.3f} GPa")
print("blocked normal strain: energy density = "
      f"{(C11 + C12) * eps**2 * 1e3:.2f} MJ/m^3")
print(f"m-plane: strain ratio = {m_strain[0, 0]:.4f} (no unit)")
print(f"m-plane: stress/strain across c = {m_stress[1, 1]:.2f} GPa")
print(f"m-plane: stress/strain along c = {m_stress[2, 2]:.2f} GPa")
print(f"e31 = {e31:.2f} C/m^2")
print(f"e33 = {e33:.2f} C/m^2")
print(f"e15 = {e15:.2f} C/m^2")
print(f"relative permittivity = {kappa_relative:.1f} (no unit)")
print(f"open circuit: C11 = {C11 + e31**2 / kappa:.2f} GPa")
print(f"open circuit: C12 = {C12 + e31**2 / kappa:.2f} GPa")
print(f"open circuit: C13 = {C13 + e31 * e33 / kappa:.2f} GPa")
print(f"open circuit: C33 = {C33 + e33**2 / kappa:.2f} GPa")
print(f"open circuit: M = {response[0]:.2f} GPa")
print(f"open circuit: R = {state[2]:.4f} (no unit)")
print(f"open circuit: rise of M = {100 * (response[0] / M - 1):.2f} percent")
print(f"open circuit: stress = {response[0] * eps:.3f} GPa")
print(f"open circuit: normal field = {state[8] * eps:.4f} GV/m")
print("short circuit: polarization change = "
      f"{polarization_slope * eps:.4f} C/m^2")
print("PASS")
```

Printed output:

```
C11 = 360.0 GPa
C12 = 140.0 GPa
C13 = 100.0 GPa
C33 = 400.0 GPa
C44 = 100.0 GPa
film a, relaxed = 6.000 bohr
substrate a = 5.940 bohr
film c, relaxed = 9.800 bohr
in-plane strain = -0.01000 (no unit)
relaxation term 2 C13^2/C33 = 50.00 GPa
biaxial modulus M = 450.00 GPa
atomic unit of pressure = 29421.02 GPa
biaxial modulus M = 0.015295 hartree/bohr^3
strain ratio R = -0.5000 (no unit)
normal strain = 0.00500 (no unit)
film c, strained = 9.849 bohr
in-plane stress = -4.500 GPa
energy density = 45.00 MJ/m^3
numerical energy minimum, M = 450.0000 GPa
numerical energy minimum, R = -0.50000 (no unit)
S11 + S12 = 2.22222 1/TPa
S13 = -0.55556 1/TPa
blocked normal strain: modulus = 500.00 GPa
blocked normal strain: stress = -5.000 GPa
blocked normal strain: energy density = 50.00 MJ/m^3
m-plane: strain ratio = -0.6667 (no unit)
m-plane: stress/strain across c = 366.67 GPa
m-plane: stress/strain along c = 433.33 GPa
e31 = -0.50 C/m^2
e33 = 1.00 C/m^2
e15 = -0.30 C/m^2
relative permittivity = 10.0 (no unit)
open circuit: C11 = 362.82 GPa
open circuit: C12 = 142.82 GPa
open circuit: C13 = 94.35 GPa
open circuit: C33 = 411.29 GPa
open circuit: M = 462.36 GPa
open circuit: R = -0.4588 (no unit)
open circuit: rise of M = 2.75 percent
open circuit: stress = -4.624 GPa
open circuit: normal field = -0.1648 GV/m
short circuit: polarization change = 0.0150 C/m^2
PASS
```
